# Why a nonmagnetic donor cannot split its lowest spin-valley doublet

**Question.** In a monolayer such as WS₂, the lowest conduction states lie in two valleys, K and K', and have opposite spins. A donor binds one electron in a doublet built from them. The atom that replaces a host atom has a sharp potential, which can scatter between valleys. It may also lack every rotation and mirror of the crystal, and it may flip spins. Why does none of this split the doublet?

**Answer.** The two states are partners under time reversal, and a nonmagnetic potential respects time reversal. In the perfect crystal a mirror that exchanges the valleys also makes their energies equal, but time reversal is enough by itself. The loss of spatial symmetry therefore does not separate them.

## What is assumed

One electron sits outside closed shells in a static potential. There is no magnetic field, no magnetic order and no exchange field, and nuclear spins are left out at first. Spin-orbit coupling is allowed, both in the host and at the donor. Let the lower band edges be K↓ and K'↑, and the upper ones K↑ and K'↓.

For a two-component wave function, time reversal is $T=is_yC$, where $C$ is complex conjugation and $s_x,s_y,s_z$ are the spin Pauli matrices. It acts as

$$T\begin{pmatrix}a\\ b\end{pmatrix}=\begin{pmatrix}b^*\\ -a^*\end{pmatrix}.$$

Applying it twice gives $(-a,-b)$, so $T^2=-1$. It reverses both crystal momentum and spin, and so turns K↓ into K'↑.

A scalar potential is real and commutes with $T$. Spin-orbit coupling has the form $\mathbf s\cdot(\nabla V\times\mathbf p)$; spin and momentum both change sign, so the product does not. On a lattice, such a term is a hop with amplitude $i\,\mathbf n\cdot\mathbf s$, where $\mathbf n$ is real. Time reversal changes the sign of $i$ and of $\mathbf s$, and the hop is again unchanged.

## The mechanism

Write the K↓ donor state as $(0,\varphi)$. Its partner is $(\varphi^*,0)$. A scalar potential cannot connect them, because their spins are orthogonal.

A spin-flip bond looks more dangerous. Let it join sites 0 and $d$, with amplitude $i\,\mathbf n\cdot\mathbf s$ from 0 to $d$. Hermiticity then requires $-i\,\mathbf n\cdot\mathbf s$ for the return hop. Define $n_-=n_x-in_y=\langle\uparrow|\mathbf n\cdot\mathbf s|\downarrow\rangle$. The final state has amplitude $\varphi^*$, whose conjugate in the matrix element is $\varphi$. The two hops therefore contribute

$$i n_-\,\varphi(d)\varphi(0)-i n_-\,\varphi(0)\varphi(d)=0 .$$

The bond can flip a spin, but its forward and backward contributions to this transition cancel. The positions of the sites and the direction of $\mathbf n$ do not matter.

## The general proof

Time reversal is antiunitary, which means $\langle Ta|Tb\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=T\psi$:

$$\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle .$$

The overlap equals its own negative, so it is zero. If $H\psi=E\psi$ and $HT=TH$, then $H(T\psi)=T(H\psi)=E\,T\psi$, where the last step uses that $E$ is real. Thus $T\psi$ is a second, orthogonal state with the same energy. This is Kramers' theorem. It holds for the complete one-electron Hamiltonian, however strong the donor potential is.

The same algebra shows what a perturbation $V$ does inside the doublet. Take $VT=TV$ and $V$ Hermitian. Using antiunitarity with $a=V\psi$ and $b=T\psi$,

$$\langle T\psi|V\psi\rangle=\langle TV\psi|T^2\psi\rangle=-\langle VT\psi|\psi\rangle=-\langle T\psi|V\psi\rangle=0 .$$

The diagonal elements are equal:

$$\langle T\psi|VT\psi\rangle=\langle T\psi|TV\psi\rangle=\langle V\psi|\psi\rangle=\langle\psi|V\psi\rangle .$$

Within the doublet, $V$ is a number times the identity. It moves both levels together.

The sign of $T^2$ is essential. For a spinless particle $T=C$ and $T^2=+1$, and the overlap argument says only that a number equals itself. Two spinless valley states can therefore split.

## What the donor can change

The donor can mix the lower pair with the upper pair. To see how, keep four states: K↑, K↓, K'↑ and K'↓. Let $\tau_x,\tau_y,\tau_z$ be Pauli matrices for valley, with $\tau_z=+1$ at K. With suitable phases of the basis states, $T=i\tau_xs_yC$.

Under this operation every spin matrix changes sign. The matrices $\tau_x$ and $\tau_y$ do not, while $\tau_z$ does, since the valleys are exchanged. Of the sixteen products of valley and spin matrices, including identities, six are therefore even: $1$, $\tau_x$, $\tau_y$, $\tau_zs_x$, $\tau_zs_y$ and $\tau_zs_z$. The most general allowed Hamiltonian in this space is

$$H=e_0+D,\qquad D=w_x\tau_x+w_y\tau_y+\tau_z(c_xs_x+c_ys_y+c_zs_z),$$

with real coefficients. Here $\mathbf w$ describes valley mixing, $c_x$ and $c_y$ describe spin flips within a valley, and $c_z>0$ separates the upper pair from the lower one.

The five matrices in $D$ each square to one, and any two of them anticommute. For example, $\tau_x\tau_z=-\tau_z\tau_x$, and $(\tau_zs_x)(\tau_zs_y)=s_xs_y=-s_ys_x$. All cross terms in $D^2$ cancel, leaving

$$D^2=R^2,\qquad R=\sqrt{w_x^2+w_y^2+c_x^2+c_y^2+c_z^2}.$$

The eigenvalues of $D$ are thus $+R$ or $-R$. Since $D$ has zero trace, each occurs twice when $R>0$:

$$E_\pm=e_0\pm R .$$

The distance between the doublets is $2R$. The distance within each is zero for any values of the coefficients.

Two limits show what the label "spin-valley" means. If $\mathbf w=0$ and $c_x=c_y=0$, the lower states are K↓ and K'↑. If spin-orbit coupling is absent, $\mathbf c=0$ and $E_\pm=e_0\pm|\mathbf w|$. The lower doublet then consists of one mixture of the valleys with either spin. The twofold degeneracy survives, but its valley character has changed. If $R=0$, all four states coincide, and an allowed perturbation can separate them into two doublets.

The formula also explains the indirect routes from K↓ to K'↑. The electron may change valley and then spin, or spin and then valley. For small mixing, second-order perturbation theory has the energy denominator $-2c_z$ for both. The amplitudes are

$$A_1=\frac{-(c_x-ic_y)(w_x+iw_y)}{-2c_z},\qquad
A_2=\frac{(w_x+iw_y)(c_x-ic_y)}{-2c_z}.$$

The spin flip has opposite signs in the two valleys because it comes with $\tau_z$. Hence $A_1+A_2=0$.

## A worked donor

The example has rough parameters for a donor on the metal site of WS₂ in a dielectric surrounding, with rhenium on tungsten as the case in mind. The host is a honeycomb lattice model with constant 0.32 nm. Its A orbitals, at $+1.0$ eV, form the conduction edge, and its B orbitals, at $-1.0$ eV, form the valence edge. Nearest neighbours are joined by a hopping of 1.5 eV. Spin-dependent second-neighbour hops split the conduction edge by 30 meV and the valence edge by 400 meV. The resulting gap is 1.79 eV, and the lower conduction mass is 0.48 free-electron masses.

The smooth donor attraction is that of a charge in a thin polarizable layer:

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}\,[H_0(x)-Y_0(x)],\qquad x=\frac{\kappa\sqrt{r^2+d^2}}{r_0}.$$

Here $H_0$ is a Struve function and $Y_0$ a Bessel function of the second kind. The inputs are $r_0=4$ nm, $\kappa=4$ and $d=0.3$ nm.

A short-range part is added, chosen to be irregular. It shifts the donor site by $-0.40$ eV, its three B neighbours by $-0.20$, $0.10$ and $0.05$ eV, and two neighbouring A sites by $-0.15$ and $0.10$ eV. Three bonds from the donor to A sites flip spins, with vectors $\mathbf n$ of $(0.08,0.03,0.02)$, $(-0.02,0.06,0.01)$ and $(0.05,-0.04,0.03)$ eV. The host with the smooth attraction has eleven point operations besides the identity: rotations, mirrors and their products. Applying each to the full Hamiltonian changes some matrix element by at least 0.17 eV, so none survives.

The levels follow from iterative diagonalization of a periodic cell of $21\times21$ unit cells:

- With the smooth attraction alone, the lowest doublet lies 241 meV below the conduction edge, and the next is 42 meV higher.
- With the full defect, the binding is 283 meV and the distance between doublets is 75 meV. The splitting inside the lowest doublet is below $10^{-15}$ eV, which is rounding error.
- With the short-range part doubled, the binding rises to 379 meV. The splitting remains at rounding error.

Enlarging the cell to $24\times24$ moves the full-defect level by 0.15 meV. The distances between doublets converge more slowly: in larger cells they grow by about 1 meV, to 76 meV with the full defect and 43 meV for the smooth donor. The smooth donor's own binding falls by 0.6 meV, to 240 meV.

The smooth donor's 42 meV exceeds the 30 meV of the host. In this two-band model the mass grows with the gap between conduction and valence states of the same spin and valley. That gap is $0.985+1.200=2.185$ eV for the lower pair and $1.015+0.800=1.815$ eV for the upper. The lower pair is therefore heavier and more strongly bound, which gives the excess its sign.

To obtain the coefficients, the full Hamiltonian was projected on the four lowest states of the smooth donor. Measured from the conduction edge, $e_0=-236.4$ meV. The others are $|\mathbf w|=15.7$ meV, $\sqrt{c_x^2+c_y^2}=9.4$ meV and $c_z=25.3$ meV. These values belong to the $21\times21$ cell; in a $33\times33$ cell they change by up to 0.6 meV, and the distance between doublets derived from them grows by about 1 meV. For the smaller cell,

$$R=\sqrt{15.7^2+9.4^2+25.3^2}\ \text{meV}\approx31.2\ \text{meV}.$$

The lower doublet lies at $-236.4-31.2=-267.6$ meV, and the distance between doublets is 62 meV. Full diagonalization gave $-283$ and 75 meV. The projection omits the donor's other states, so it underestimates the binding by about 5% and the distance by 17%, relative to the full values. With the short-range part reduced to one twentieth, the lowest level shifts by $-1.07$ meV in the four-state formula and by $-1.10$ meV in the full solution; in larger cells these become $-1.09$ and $-1.11$ meV.

Each indirect route has the size $15.7\times9.4/(2\times25.3)\approx2.9$ meV. The coupling from one route, taken by itself between two states of equal energy, would split them by twice this amount, about 5.8 meV. Since $|\mathbf w|/c_z\approx0.6$ is not small, these second-order figures give only the rough size. The opposite signs of the two routes remove that coupling.

## When the doublet does split

**No spin.** With spin and all spin-orbit terms removed, but the same smooth attraction and irregular site energies kept, the two lowest valley states split by 47 meV (48 meV in a larger cell). Valley mixing is thus quite able to split levels when $T^2=+1$.

**A magnetic donor.** Add an exchange term $J\,\mathbf m\cdot\mathbf s$ on the donor site, where $\mathbf m$ is a fixed unit vector. It changes sign under $T$ and is no longer forbidden from splitting the pair. If one state has spin components $(a,b)$ at that site, its partner has $(b^*,-a^*)$. Put these in the columns of a matrix $A$:

$$A=\begin{pmatrix}a&b^*\\ b&-a^*\end{pmatrix},\qquad A^\dagger A=p\,1,\qquad p=|a|^2+|b|^2 .$$

So $A=\sqrt p\,U$ with $U$ unitary. The projected exchange, $JpU^\dagger(\mathbf m\cdot\mathbf s)U$, has eigenvalues $\pm Jp$. To first order the splitting is $2Jp$, whatever the direction of $\mathbf m$, for this one-orbital, one-site term. With $J=10$ meV and $p=0.129$ (larger by 0.0006 in larger cells) it is 2.6 meV. Full diagonalization also gives 2.6 meV, for both an out-of-plane and an in-plane moment.

**More than one electron.** For $N$ electrons $T^2=(-1)^N$. An odd number keeps the degeneracy of the many-electron levels, even with Coulomb interaction. An even number, as when the donor captures a second electron, loses this protection. A spin-polarized mean-field calculation can show split orbital energies for one electron, because its effective potential contains an exchange field. The reversed solution has the same total energy.

## Beside a real monolayer

The conduction splitting of 30 meV is of the right rough size for WS₂. The mass of 0.48 is heavy compared with a typical rough value of 0.3, which favours too large a binding. The irregular defect is a severe case, not a calculated rhenium site, so 283 meV is no prediction for rhenium. Other conduction valleys, lattice relaxation and electron correlation are also left out. These alter the energies, but do not make a static nonmagnetic one-electron potential odd under time reversal.

Real samples do contain small magnetic terms. A stray field of 50 μT gives a Zeeman splitting in the neV range. Adding the spin moment to a band orbital moment of $1/0.48$ Bohr magnetons gives 18 neV, or 25 neV for a mass of 0.3. In the lattice model the two oppose each other in the lower pair, and an out-of-plane field splits the doublet by about 6 neV for the smooth donor and 4 neV for the full defect. Nuclear spin matters more. A dipolar estimate with nuclear $g$ factor 1.3, $\langle r^{-3}\rangle=5$ inverse cubic Bohr radii and the donor-site probability 0.129 gives about 0.3 μeV. It omits the contact interaction, which could be larger. When the nuclear spin is itself dynamic, time reversal must act on it too, and the electron's doublet is no longer protected by itself.

Neighbouring donors limit the picture of one isolated donor. Tunnelling is even under time reversal, so for a single electron it leaves every level at least twofold. With one electron on each of two donors the total number is even, and that protection is lost. At $10^{12}$ cm⁻² the mean spacing is 10 nm, but for randomly placed donors the nearest neighbour is on average only 5 nm away. A one-band estimate with a short-range potential gives a decay constant of 1.89 nm⁻¹ and a tunnelling energy of $283\ \text{meV}\times e^{-18.9}\approx2$ neV at 10 nm. This is far too small, mainly because the attractive tails of both donors lower the barrier between them. For one electron shared by two smooth donors, the lattice model gives a tunnelling energy, half the distance between the bonding and antibonding doublets, of about 2 μeV at 9.9 nm and 1.5 meV at 5.1 nm. Closer pairs couple more strongly and should be treated as one system.

A static electric field is even under time reversal and does not split the doublet. It can, however, ionize the donor. The short-range scale $0.283\ \text{eV}\times1.89\ \text{nm}^{-1}/e\approx5$ MV/cm is much too high, because the attractive tail lowers the barrier. With the screened attraction used here, an in-plane field of about 0.6 MV/cm already brings the top of the barrier, about 2 nm from the donor, down to the unshifted level, and tunnelling out begins below that. Temperature does not split the levels either. If the electron stays bound, the upper doublet at 300 K has about 5% of the occupation of the lower, for the 75 meV distance found here.
